# Void Area in a Re-entrant Trench Filled by Uniform Copper Growth: a program that tests the result

```python
"""
Sealed void left by uniform copper growth in a re-entrant trench.

Result under test (area per unit trench length):
  A = 2*(R^2*(sin q - q/2 - sin q*cos q/2) + L*R*(1-cos q) + t*L^2/2)
  R = a + rho*(t + 1/cos q),  L = H - R*(1 + sin q) > 0
  sealing thickness = R - rho
a, b : half-widths of mouth and base; H : depth; t = tan q = (b-a)/H
rho  : starting radius of the mouth corner (0 = sharp)
x is measured from the centreline, z downward from the field. Lengths in nm.
The independent side uses only the distance to the starting boundary.
"""
import numpy as np
from scipy import constants, ndimage
from scipy.optimize import brentq


def void_formula(a, b, H, rho=0.0):
    t = (b - a) / H
    q = np.arctan(t)
    R = a + rho * (t + 1 / np.cos(q))
    L = H - R * (1 + np.sin(q))
    assert L > 0
    arc = R**2 * (np.sin(q) - q / 2 - np.sin(q) * np.cos(q) / 2)
    strip = L * R * (1 - np.cos(q))
    wedge = t * L**2 / 2
    half_floor = R * (1 - np.cos(q)) + t * L
    front = 2 * (R * q + L / np.cos(q) + half_floor)
    return dict(area=2 * (arc + strip + wedge), seal=R - rho,
                height=H - R, width=2 * half_floor, front=front,
                arc=2 * arc, strip=2 * strip, wedge=2 * wedge, L=L, q=q)


def starting_boundary(a, b, H, rho=0.0, pieces=60):
    """Right half of the solid surface as a chain of points."""
    corner = np.array([a, 0.0])
    along_field = np.array([1.0, 0.0])
    along_wall = np.array([b - a, H]) / np.hypot(b - a, H)
    if rho == 0:
        bend = [corner]
    else:
        angle = np.arccos(along_field @ along_wall)
        bisector = along_field + along_wall
        bisector /= np.linalg.norm(bisector)
        centre = corner + bisector * rho / np.sin(angle / 2)
        reach = rho / np.tan(angle / 2)
        end = corner + reach * along_wall - centre
        last = np.arctan2(end[1], end[0])
        if last > 0:
            last -= 2 * np.pi
        turn = np.linspace(-np.pi / 2, last, pieces + 1)
        bend = list(centre + rho * np.column_stack((np.cos(turn),
                                                   np.sin(turn))))
    return np.array([[a + 1000.0, 0.0]] + bend + [[b, H], [0.0, H]])


def distance(x, z, chain):
    """Distance to the surface; mirror symmetry allows x >= 0 only."""
    best = np.full(np.broadcast(x, z).shape, np.inf)
    for p, r in zip(chain[:-1], chain[1:]):
        d = r - p
        f = ((x - p[0]) * d[0] + (z - p[1]) * d[1]) / (d @ d)
        f = np.clip(f, 0, 1)
        gap2 = (x - p[0] - f * d[0])**2 + (z - p[1] - f * d[1])**2
        best = np.minimum(best, gap2)
    return np.sqrt(best)


def open_region(a, b, H, chain, thickness, top, rows=20000):
    """Area, height and greatest width of uncovered space below top."""
    dz = (H - top) / rows
    z = top + dz * (np.arange(rows) + 0.5)
    is_open = distance(np.zeros(rows), z, chain) > thickness
    low = np.zeros(rows)
    high = a + (b - a) * z / H
    for _ in range(32):
        mid = (low + high) / 2
        free = distance(mid, z, chain) > thickness
        low = np.where(free, mid, low)
        high = np.where(free, high, mid)
    half = np.where(is_open, low, 0.0)
    return 2 * half.sum() * dz, is_open.sum() * dz, 2 * half.max()


def measure_void(a, b, H, rho=0.0):
    chain = starting_boundary(a, b, H, rho)
    z = np.linspace(-a, H / 2, 14001)
    d = distance(np.zeros(z.size), z, chain)
    k = np.argmin(d)
    return (d[k],) + open_region(a, b, H, chain, d[k], z[k])


# The trench of the example
a, b, H = 40.0, 50.0, 200.0
rho_test = 5.0
sharp = void_formula(a, b, H)
filleted = void_formula(a, b, H, rho_test)

# Formula against direct distance measurement, also for a strong taper
cases = [(a, b, H, 0.0), (a, b, H, rho_test),
         (30.0, 110.0, 150.0, 0.0), (30.0, 110.0, 150.0, 8.0)]
measured = []
for case in cases:
    m = measure_void(*case)
    f = void_formula(*case)
    measured.append(m)
    assert abs(m[0] - f["seal"]) < 3e-3
    assert abs(m[1] / f["area"] - 1) < 5e-4
    assert abs(m[2] - f["height"]) < 0.3
    assert abs(m[3] / f["width"] - 1) < 3e-3

# Vertical walls leave a seam and no void
vertical = measure_void(a, a, H)
assert vertical[1] < 1e-3 and abs(void_formula(a, a, H)["area"]) < 1e-9

# The void separates from the outer bath at the sealing thickness
chain = starting_boundary(a, b, H)
gx, gz = np.meshgrid(np.arange(-59.875, 60, 0.25),
                     np.arange(-79.875, H, 0.25))
in_solid = (gz > 0) & (np.abs(gx) > a + (b - a) * gz / H)
gd = np.where(in_solid, 0.0, distance(np.abs(gx), gz, chain))
parts_before = ndimage.label(gd > sharp["seal"] - 0.5)[1]
parts_after = ndimage.label(gd > sharp["seal"] + 0.5)[1]
assert parts_before == 1 and parts_after == 2

# Sharp mitre: intersections of shifted planes, no rounding
t = (b - a) / H
wall_normal = np.array([-H, b - a]) / np.hypot(H, b - a)


def shifted_wall_x(s, depth):
    lines = np.array([wall_normal, [0.0, 1.0]])
    right = np.array([wall_normal @ np.array([a, 0.0]) + s, depth])
    return np.linalg.solve(lines, right)[0]


mitre_seal = brentq(lambda s: shifted_wall_x(s, -s), 1.0, a)
mitre_area = H * shifted_wall_x(mitre_seal, H - mitre_seal)
tip_distance = float(distance(np.array([0.0]), np.array([-mitre_seal]),
                              chain)[0])
assert abs(mitre_area - t * H**2) < 1e-6
assert tip_distance > mitre_seal + 1

# Early bridging by roughness, and the front-length rule
early = 1.0
early_area = open_region(a, b, H, chain, sharp["seal"] - early, 0.0)[0]
assert abs((early_area - measured[0][1]) / (early * sharp["front"]) - 1) < 0.02

# Rough bath values, SI units
current = 100.0            # A/m^2
copper = 500.0             # mol/m^3
diffusion = 5e-10          # m^2/s
molar_volume = 7.1e-6      # m^3/mol
faraday = constants.N_A * constants.e
flux = current / (2 * faraday)
speed = flux * molar_volume * 1e9                 # nm/s
seal_time = sharp["seal"] / speed
k_loss = flux / (diffusion * copper) * 1e-9       # 1/nm


def depletion(a, t, H, s, n=4000):
    """Floor depletion relative to mouth; missing area per nm grown."""
    q = np.arctan(t)
    z = np.linspace(0, H - s, n)
    arc = a - np.sqrt(np.clip(s**2 - z**2, 0, None))
    h = np.where(z < s * np.sin(q), arc, a + t * z - s / np.cos(q))
    dz, dl = np.diff(z), np.hypot(np.diff(z), np.diff(h))
    below = 2 * (dl.sum() - np.cumsum(dl) + dl / 2) + 2 * h[-1]
    step = k_loss * below / (h[:-1] + h[1:]) * dz
    drop = np.cumsum(step) - step / 2
    missing = 2 * np.sum(drop * dl) + 2 * h[-1] * step.sum()
    return step.sum(), missing


straight = depletion(a, 0.0, H, 0.0)[0]
assert abs(straight / (k_loss * (H**2 / (2 * a) + H)) - 1) < 1e-6
start_drop = depletion(a, t, H, 0.0)[0]


def depletion_area(count):
    u = (np.arange(count) + 0.5) / count
    return sum(depletion(a, t, H, a * (1 - v * v))[1] * 2 * a * v / count
               for v in u)


extra_void = depletion_area(200)
assert abs(depletion_area(100) / extra_void - 1) < 0.05

trapped_fraction = copper * molar_volume
narrow = void_formula(a - 1.0, b, H)
trench_area = (a + b) * H

print(f"Mouth, base, depth: {2*a:.0f}, {2*b:.0f}, {H:.0f} nm")
print(f"Wall slope t: {t:.4f}")
print(f"Wall tilt from vertical: {np.degrees(sharp['q']):.3f} degrees")
print(f"Sealing thickness, formula: {sharp['seal']:.3f} nm")
print(f"Sealing thickness, measured: {measured[0][0]:.3f} nm")
print(f"Straight-wall height L: {sharp['L']:.3f} nm")
print(f"Area term, arcs (both sides): {sharp['arc']:.3f} nm^2")
print(f"Area term, strip (both sides): {sharp['strip']:.2f} nm^2")
print(f"Area term, wedge (both sides): {sharp['wedge']:.2f} nm^2")
print(f"VOID AREA, formula: {sharp['area']:.1f} nm^2")
print(f"VOID AREA, converted: {sharp['area']*100:.4g} angstrom^2")
print(f"Void area, measured by distance: {measured[0][1]:.1f} nm^2")
print(f"Void height: {sharp['height']:.1f} nm")
print(f"Void width at its floor: {sharp['width']:.2f} nm")
print(f"Trench cross-section: {trench_area:.0f} nm^2")
print(f"Void share of trench: {100*sharp['area']/trench_area:.2f} %")
print(f"Separate open regions 0.5 nm before sealing: {parts_before}")
print(f"Separate open regions 0.5 nm after sealing: {parts_after}")
print(f"Mitred front, sealing thickness: {mitre_seal:.2f} nm")
print(f"Mitred front, void area: {mitre_area:.1f} nm^2")
print(f"Mitre tip distance from solid: {tip_distance:.2f} nm")
print(f"Area cut by rounding: {100*(1-sharp['area']/mitre_area):.1f} %")
print(f"Vertical walls, measured void: {abs(vertical[1]):.3f} nm^2")
print(f"Starting corner radius tried: {rho_test:.1f} nm")
print(f"  sealing thickness: {filleted['seal']:.3f} nm")
print(f"  void area, formula: {filleted['area']:.1f} nm^2")
print(f"  void area, measured: {measured[1][1]:.1f} nm^2")
print("Strong taper test: mouth 60, base 220, depth 150 nm, radius 8 nm")
print(f"  void area, formula: {void_formula(*cases[3])['area']:.1f} nm^2")
print(f"  void area, measured: {measured[3][1]:.1f} nm^2")
print(f"Front length around void: {sharp['front']:.1f} nm")
print(f"Void if bridged {early:.0f} nm early per side: {early_area:.1f} nm^2")
print(f"Void if mouth is {2*(a-1):.0f} nm: {narrow['area']:.1f} nm^2")
print(f"Current density (rough): {current/10:.1f} mA/cm^2")
print(f"Copper concentration (rough): {copper/1000:.2f} mol/L")
print(f"Diffusion coefficient (rough): {diffusion:.1e} m^2/s")
print(f"Copper molar volume (rough): {molar_volume*1e6:.1f} cm^3/mol")
print(f"Growth speed: {speed:.2f} nm/s")
print(f"Time to seal: {seal_time:.1f} s")
print(f"Floor depletion at start: {100*start_drop:.3f} %")
print(f"Extra void from depletion (estimate): {extra_void:.1f} nm^2")
print(f"Void fillable by trapped copper: {100*trapped_fraction:.2f} %")
print(f"Floor/wall speed ratio for no void: {H/a:.1f}")
print("OK")
```

Printed output:

```
Mouth, base, depth: 80, 100, 200 nm
Wall slope t: 0.0500
Wall tilt from vertical: 2.862 degrees
Sealing thickness, formula: 40.000 nm
Sealing thickness, measured: 40.000 nm
Straight-wall height L: 158.002 nm
Area term, arcs (both sides): 0.066 nm^2
Area term, strip (both sides): 15.77 nm^2
Area term, wedge (both sides): 1248.24 nm^2
VOID AREA, formula: 1264.1 nm^2
VOID AREA, converted: 1.264e+05 angstrom^2
Void area, measured by distance: 1264.1 nm^2
Void height: 160.0 nm
Void width at its floor: 15.90 nm
Trench cross-section: 18000 nm^2
Void share of trench: 7.02 %
Separate open regions 0.5 nm before sealing: 1
Separate open regions 0.5 nm after sealing: 2
Mitred front, sealing thickness: 38.05 nm
Mitred front, void area: 2000.0 nm^2
Mitre tip distance from solid: 55.21 nm
Area cut by rounding: 36.8 %
Vertical walls, measured void: 0.000 nm^2
Starting corner radius tried: 5.0 nm
  sealing thickness: 40.256 nm
  void area, formula: 1179.9 nm^2
  void area, measured: 1179.9 nm^2
Strong taper test: mouth 60, base 220, depth 150 nm, radius 8 nm
  void area, formula: 4917.0 nm^2
  void area, measured: 4916.9 nm^2
Front length around void: 336.3 nm
Void if bridged 1 nm early per side: 1602.4 nm^2
Void if mouth is 78 nm: 1406.8 nm^2
Current density (rough): 10.0 mA/cm^2
Copper concentration (rough): 0.50 mol/L
Diffusion coefficient (rough): 5.0e-10 m^2/s
Copper molar volume (rough): 7.1 cm^3/mol
Growth speed: 3.68 nm/s
Time to seal: 10.9 s
Floor depletion at start: 0.142 %
Extra void from depletion (estimate): 33.4 nm^2
Void fillable by trapped copper: 0.35 %
Floor/wall speed ratio for no void: 5.0
OK
```
